**Primakoff production of a neutral pion: cross section, peak and total**

The program tests dσ/dΩ = 8Z²ΓEp³ sin²θ F²/(m³c⁶q⁴) in atomic units with Gaussian fields. Here E is the photon energy, p the pion momentum, m the pion mass, Γ its two-photon width, Z the source charge, θ the production angle, q the momentum transfer and F the charge form factor. It asserts that the width and the cross section agree with covariant amplitudes built from Levi-Civita determinants, including the zeros in the forward direction and for polarization in the production plane. It also asserts the Fourier transform of the Coulomb field, the peak positions, the small-angle shape, the point-charge total and the K-shell form factor, using quadrature or numerical maximization where needed. For a photon of 5×10⁹ eV and Z = 50, the output puts the point-charge peak at 3.646×10⁻⁴ rad with a height of 3.47×10⁻⁹ Å²/sr. A uniform sphere of radius 6×10⁻⁵ Å hardly changes the peak but lowers the total cross section to 38% of the point-charge value. At a photon energy of twice the pion rest energy, the high-energy peak formula gives 0.125 rad, whereas the point-charge maximum is at 0.143 rad.

## Verification by program

```python
"""
Primakoff effect: photon + Coulomb field -> neutral pion.
Result under test (atomic units, Gaussian fields, c = 1/alpha):
  dsigma/dOmega = 8 Z^2 Gamma E p^3 sin^2(theta) F(q)^2 / (m^3 c^6 q^4)
E: photon energy, k = E/c: photon momentum, p: pion momentum,
m: pion mass, Gamma: two-photon width, Z: charge of the fixed source,
q = |k - p| (vectors): momentum transfer, F: charge form factor.
For F = 1 the peak is at sin(theta) = m^2 c^4 / (2 E^2 - m^2 c^4),
which tends to m^2 c^4 / (2 E^2) at high energy.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn

c = 1.0 / const.fine_structure
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_A = const.physical_constants["Bohr radius"][0] * 1e10


def close(x, y, rel):
    return abs(x - y) <= rel * abs(y)


def sphere_form_factor(x):
    """Uniformly charged sphere, x = q R."""
    return 3.0 * spherical_jn(1, x) / x


def momenta(E, m):
    k = E / c
    return k, np.sqrt(k**2 - (m * c)**2)


def transfer(theta, E, m):
    k, p = momenta(E, m)
    longitudinal = (m * c)**2 / (k + p)
    return np.sqrt(longitudinal**2 + 4 * k * p * np.sin(theta / 2)**2)


def primakoff(theta, E, m, width, Z, R=0.0):
    k, p = momenta(E, m)
    q = transfer(theta, E, m)
    F = sphere_form_factor(q * R) if R > 0 else 1.0
    return (8 * Z**2 * width * E * p**3 * np.sin(theta)**2 * F**2
            / (m**3 * c**6 * q**4))


# ---- inputs: round model parameters, converted to atomic units ----
E_eV, rest_eV, width_eV, Z, R_A, mass_u = 5e9, 1.35e8, 8.0, 50, 6e-5, 120
E = E_eV / hartree_eV
m = rest_eV / hartree_eV / c**2
width = width_eV / hartree_eV
R = R_A / bohr_A

# ---- covariant amplitudes in units hbar = c = 1, energies in units of m ----
# A 4x4 determinant is the Levi-Civita contraction of four vectors.
g_cov = 0.37                     # arbitrary coupling, Heaviside-Lorentz fields
x_pol = np.array([0.0, 1.0, 0.0, 0.0])
y_pol = np.array([0.0, 0.0, 1.0, 0.0])
photon_1 = np.array([0.5, 0.0, 0.0, 0.5])
photon_2 = np.array([0.5, 0.0, 0.0, -0.5])
decay_sum = sum((g_cov * np.linalg.det([photon_1, e1, photon_2, e2]))**2
                for e1 in (x_pol, y_pol) for e2 in (x_pol, y_pol))
width_cov = 0.5 * decay_sum / (2 * 8 * np.pi)

# Same system in atomic units, with rest energy of one hartree.
m_test = 1.0 / c**2
g_au = g_cov * np.sqrt(c) / (4 * np.pi)
assert close(np.pi * g_au**2 * m_test**3 * c**5 / 4, width_cov, 1e-12)

Z_test = 3
for E_test in (1.2, 3.0, 9.0):
    p_cov = np.sqrt(E_test**2 - 1)
    for theta in (0.0, 0.05, 0.7, 2.1):
        k4 = np.array([E_test, 0.0, 0.0, E_test])
        q4 = np.array([0.0, -p_cov * np.sin(theta), 0.0,
                       E_test - p_cov * np.cos(theta)])
        q_squared = q4 @ q4
        charge = Z_test * np.sqrt(4 * np.pi * const.fine_structure)
        A4 = np.array([charge / q_squared, 0.0, 0.0, 0.0])
        in_plane = g_cov * np.linalg.det([k4, x_pol, q4, A4])
        normal = g_cov * np.linalg.det([k4, y_pol, q4, A4])
        assert abs(in_plane) < 1e-12
        cross_cov = (0.5 * (in_plane**2 + normal**2) * p_cov / E_test
                     / (16 * np.pi**2)) * c**2       # hbar c = c in a.u.
        cross_formula = primakoff(theta, E_test, m_test, width_cov, Z_test)
        p_au = p_cov / c
        cross_with_g = (2 * np.pi * g_au**2 * Z_test**2 * E_test * p_au**3
                        * np.sin(theta)**2
                        / (c * transfer(theta, E_test, m_test)**4))
        if theta == 0.0:
            assert abs(cross_cov) < 1e-20 and abs(cross_formula) < 1e-20
        else:
            assert close(cross_formula, cross_cov, 1e-9)
            assert close(cross_with_g, cross_cov, 1e-9)

# ---- Fourier transform of the electric field of a charged sphere ----
x0 = 0.9
angular = 0.5 * quad(lambda u: u * np.sin(x0 * u), -1, 1)[0]
assert close(angular, spherical_jn(1, x0), 1e-10)
outside = float(mp.quadosc(lambda x: mp.sin(x) / x**2 - mp.cos(x) / x,
                           [x0, mp.inf], omega=1))
inside = quad(lambda x: (x / x0)**3 * spherical_jn(1, x), 0, x0)[0]
assert close(outside + inside, sphere_form_factor(x0), 1e-8)


# ---- peak positions by numerical maximization ----
def peak_angle(energy, radius=0.0, solid_angle_power=0):
    scale = (m * c**2 / energy)**2 / 2

    def negative_log(t):
        value = primakoff(t * scale, energy, m, width, Z, radius)
        return -np.log(value * np.sin(t * scale)**solid_angle_power)
    found = minimize_scalar(negative_log, bounds=(0.2, 5), method="bounded",
                            options={"xatol": 1e-10})
    return found.x * scale


def exact_peak(energy):
    ratio = (m * c**2 / energy)**2
    return np.arcsin(ratio / (2 - ratio))


theta0 = (m * c**2 / E)**2 / 2
E_low = 2 * m * c**2
theta0_low = (m * c**2 / E_low)**2 / 2
peak_numeric = peak_angle(E)
peak_low = peak_angle(E_low)
# A maximum is located only to about the square root of machine precision.
assert close(peak_numeric, exact_peak(E), 1e-6)
assert close(peak_low, exact_peak(E_low), 1e-6)
assert close(peak_numeric, theta0, 1e-3)
assert not close(peak_low, theta0_low, 0.1)
peak_sphere = peak_angle(E, R)
assert close(peak_sphere, theta0, 2e-3)
peak_per_angle = peak_angle(E, 0.0, 1)
assert close(peak_per_angle, np.sqrt(3) * theta0, 2e-3)

k, p = momenta(E, m)
peak_height = primakoff(peak_numeric, E, m, width, Z)
assert close(peak_height, 8 * Z**2 * width * E * p**3 / (m**7 * c**10), 1e-9)
q_peak = transfer(peak_numeric, E, m)
assert close(q_peak, (m * c)**2 / np.sqrt(k**2 + p**2), 1e-6)
multiples = (0.5, 1.0, 2.0, 5.0, 10.0)
for t in multiples:
    shape = 4 * t**2 / (1 + t**2)**2
    assert close(primakoff(t * theta0, E, m, width, Z) / peak_height,
                 shape, 3e-3)


# ---- total cross section, integrated in u = log(tan(theta/2)) ----
def total(energy, radius=0.0):
    def integrand(u):
        theta = 2 * np.arctan(np.exp(u))
        return (2 * np.pi * np.sin(theta)**2
                * primakoff(theta, energy, m, width, Z, radius) / peak_height)
    value = quad(integrand, -14, 14, epsabs=0, epsrel=1e-8, limit=1000)[0]
    return value * peak_height


def total_closed(energy):
    k, p = momenta(energy, m)
    a, b = k**2 + p**2, 2 * k * p
    log_term = 2 * np.log((k + p)**2 / (m * c)**2)
    prefactor = 8 * Z**2 * width * energy * p**3 / (m**3 * c**6)
    return prefactor * 4 * np.pi / b**2 * (a / b * log_term - 2)


total_point = total(E)
total_sphere = total(E, R)
assert close(total_point, total_closed(E), 1e-6)
assert close(total(E_low), total_closed(E_low), 1e-6)
total_high = (16 * np.pi * Z**2 * width / (m**3 * c**5)
              * (np.log(4 * (E / (m * c**2))**2) - 1))
assert close(total_high, total_point, 5e-3)
assert total_sphere < total_point

# ---- neglected effects at the peak ----
kappa = q_peak / (2 * Z)
k_shell = 1 / (1 + kappa**2)**2
k_shell_numeric = quad(lambda x: 0.5 * x**2 * np.exp(-x)
                       * spherical_jn(0, kappa * x), 0, 60,
                       epsabs=1e-12, limit=500)[0]
assert close(k_shell_numeric, k_shell, 1e-5)
screening = 2 * k_shell / Z
nuclear_mass = mass_u * const.atomic_mass / const.m_e
recoil = q_peak**2 / (2 * nuclear_mass)
F2_peak = sphere_form_factor(q_peak * R)**2
assert screening < 1e-3 and F2_peak > 0.99
assert recoil / c < 1e-3 * (k - p)

area = bohr_A**2
print(f"photon energy E = {E_eV:.3e} eV")
print(f"pion rest energy = {rest_eV:.3e} eV")
print(f"two-photon width = {width_eV:.2f} eV")
print(f"source charge Z = {Z} (dimensionless)")
print(f"sphere radius R = {R_A:.2e} angstrom")
print(f"nuclear mass for recoil = {mass_u} atomic mass units")
print(f"speed of light c = {c:.6f} atomic units")
print(f"pion speed / c = {p / k:.7f} (dimensionless)")
print(f"high-energy peak angle = {theta0:.6e} rad")
print(f"exact point-charge peak angle = {exact_peak(E):.6e} rad")
print(f"same angle = {np.degrees(exact_peak(E)):.6f} degree")
print(f"numerical point-charge peak = {peak_numeric:.6e} rad")
print(f"numerical sphere peak = {peak_sphere:.6e} rad")
print(f"peak of dsigma/dtheta = {peak_per_angle:.6e} rad")
print(f"peak dsigma/dOmega, point = {peak_height * area:.5e} angstrom^2/sr")
print(f"same height = {peak_height:.5e} bohr^2/sr")
print(f"longitudinal transfer (k-p) = {(k - p) / bohr_A:.4f} 1/angstrom")
print(f"transfer at peak q = {q_peak / bohr_A:.4f} 1/angstrom")
print(f"q R at peak = {q_peak * R:.5f} (dimensionless)")
print(f"sphere F^2 at peak = {F2_peak:.6f} (dimensionless)")
print("angle/theta0, point [angstrom^2/sr], sphere [angstrom^2/sr]:")
for t in multiples:
    point_value = primakoff(t * theta0, E, m, width, Z) * area
    sphere_value = primakoff(t * theta0, E, m, width, Z, R) * area
    print(f"  {t:5.1f}  {point_value:.5e}  {sphere_value:.5e}")
print(f"total, point charge = {total_point * area:.5e} angstrom^2")
print(f"total, high-energy formula = {total_high * area:.5e} angstrom^2")
print(f"total, sphere = {total_sphere * area:.5e} angstrom^2")
print(f"sphere/point total = {total_sphere / total_point:.5f} (dimensionless)")
print(f"K-shell screening of amplitude = {screening:.3e} (dimensionless)")
print(f"nuclear recoil energy at peak = {recoil * hartree_eV:.3f} eV")
print(f"low photon energy = {E_low * hartree_eV:.3e} eV")
print(f"low-energy exact peak = {exact_peak(E_low):.6f} rad")
print(f"low-energy numerical peak = {peak_low:.6f} rad")
print(f"high-energy formula there = {theta0_low:.6f} rad")
print("PASS")
```

Output:

```
photon energy E = 5.000e+09 eV
pion rest energy = 1.350e+08 eV
two-photon width = 8.00 eV
source charge Z = 50 (dimensionless)
sphere radius R = 6.00e-05 angstrom
nuclear mass for recoil = 120 atomic mass units
speed of light c = 137.035999 atomic units
pion speed / c = 0.9996354 (dimensionless)
high-energy peak angle = 3.645000e-04 rad
exact point-charge peak angle = 3.646329e-04 rad
same angle = 0.020892 degree
numerical point-charge peak = 3.646329e-04 rad
numerical sphere peak = 3.644092e-04 rad
peak of dsigma/dtheta = 6.315627e-04 rad
peak dsigma/dOmega, point = 3.47318e-09 angstrom^2/sr
same height = 1.24029e-08 bohr^2/sr
longitudinal transfer (k-p) = 923.7623 1/angstrom
transfer at peak q = 1306.3972 1/angstrom
q R at peak = 0.07838 (dimensionless)
sphere F^2 at peak = 0.998772 (dimensionless)
angle/theta0, point [angstrom^2/sr], sphere [angstrom^2/sr]:
    0.5  2.22186e-09  2.22015e-09
    1.0  3.47318e-09  3.46891e-09
    2.0  2.22381e-09  2.21699e-09
    5.0  5.14129e-10  5.05978e-10
   10.0  1.36287e-10  1.28057e-10
total, point charge = 8.83181e-14 angstrom^2
total, high-energy formula = 8.83546e-14 angstrom^2
total, sphere = 3.33676e-14 angstrom^2
sphere/point total = 0.37781 (dimensionless)
K-shell screening of amplitude = 1.680e-05 (dimensionless)
nuclear recoil energy at peak = 29.726 eV
low photon energy = 2.700e+08 eV
low-energy exact peak = 0.143348 rad
low-energy numerical peak = 0.143348 rad
high-energy formula there = 0.125000 rad
PASS
```
